# Conductance dips below subband thresholds from an impurity in a wire: verification in Python

```python
"""Point impurity (2D scattering length a) in a hard-wall wire: quasi-bound state
below subband N+1 and full reflection of one eigenchannel.
Formula: t = 1 + tau u u^T/(2i), 1/tau = D_N + i Gamma.  Units hbar^2/2m = W = 1.
Independent checks: radial ODE, K0 image sum, M-mode matching equations, lattice
Fisher-Lee t-matrix, sparse diagonalisation of the closed-channel Hamiltonian,
continuum extrapolation, finite-width impurity."""
import numpy as np
import scipy.sparse as sp
from scipy import constants as C
from scipy.special import j0, j1, k0, k1
from scipy.optimize import brentq, newton
from scipy.integrate import solve_ivp
from scipy.sparse.linalg import eigsh

pi = np.pi
mstar, W_nm, y0_nm, R_nm, V0_meV = 0.067, 50.0, 10.0, 1.0, 130.0
h2m = C.hbar**2/(2*mstar*C.m_e)/C.e*1e21          # meV nm^2
Eu = h2m/W_nm**2                                  # energy unit, meV
y0 = y0_nm/W_nm; th = pi*y0; R = R_nm/W_nm; q = np.sqrt(V0_meV/Eu)
a = R*np.exp(j0(q*R)/(q*R*j1(q*R)))
kb = 2*np.exp(-np.euler_gamma)/a
En = lambda n: (n*pi)**2
chi = lambda n: np.sqrt(2)*np.sin(n*th)
MS = 20000; nn = np.arange(1., MS+1); s2 = np.sin(nn*th)**2

def D(E, N, aa=a):
    eps = E/pi**2; n = nn[N:]; s = np.sqrt(n*n-eps+0j)
    val = (np.log(2*np.sin(th)/(pi*aa))/(2*pi) - np.sum(s2[:N]/(nn[:N]*pi))
           + np.sum(s2[N:]/pi*eps/(n*s*(n+s))) + eps/(8*pi*(MS+.5)**2))
    return val if np.iscomplexobj(E) else val.real
def Gam(E, N): return np.sum(s2[:N]/np.sqrt(E-En(nn[:N])))
def uvec(E, N): return chi(nn[:N])/(E-En(nn[:N]))**0.25
def t_formula(E, N):
    u = uvec(E, N)
    return np.eye(N) + np.outer(u, u)/(2j*(D(E, N)+1j*Gam(E, N)))
def Ezero(N, aa=a):
    return brentq(D, En(N) if N else -50., En(N+1)-1e-10, args=(N, aa), xtol=1e-14, rtol=1e-15)

def V_bare(M, aa=a):   # bare delta with M modes, strength tuned to a
    ig = np.log(2*np.sin(th)/(pi*aa))/(2*pi) - np.sum(s2[:M]/(nn[:M]*pi))
    return np.outer(chi(nn[:M]), chi(nn[:M]))/ig
def t_modes(E, N, V):  # solve the derivative-jump conditions directly
    M = len(V); k = np.sqrt(E-En(nn[:N])+0j); kap = np.sqrt(En(nn[N:M])-E+0j)
    c = np.linalg.solve(np.diag(np.r_[2j*k, -2*kap])-V, np.eye(M)[:, :N])[:N]
    return 2j*np.sqrt(k)[:, None]*c*np.sqrt(k)[None, :]
cond = lambda t: np.sum(abs(t)**2)

class Lattice:         # strip with spacing h = 1/L, energies in 1/h^2
    def __init__(s, L):
        s.L = L; s.T = 2*np.eye(L-1)-np.eye(L-1, k=1)-np.eye(L-1, k=-1)
        s.lam, s.U = np.linalg.eigh(s.T); s.j = round(y0*L)-1
        s.gam = 2*pi/np.log(kb/L/(4*np.sqrt(2)))
    def t(s, b, N):    # b = distance below lattice threshold N+1, continuum units
        e = s.lam[N]-b/s.L**2; c = 1-(e-s.lam)/2
        z = np.r_[np.exp(1j*np.arccos(c[:N])), c[N:]-np.sqrt(c[N:]**2-1)]
        A = (e-2)*np.eye(s.L-1)-s.T+2*(s.U*z)@s.U.T
        A[s.j, s.j] -= s.gam
        B = s.U[:, :N]*np.sqrt(2*z[:N].imag)
        return 1j*B.T@np.linalg.solve(A, B+0j)
    def zero(s, N, b0):
        return brentq(lambda b: np.linalg.det(s.t(b, N)).imag, .5*b0, 2*b0, xtol=1e-12)
    def closed_bound(s, N, b0, half):
        nx = 2*half*s.L+1; nq = s.L-1-N
        ch = sp.diags([-1., 2., -1.], [-1, 0, 1], shape=(nx, nx))
        P = sp.coo_matrix(([1.], ([nx//2], [nx//2])), shape=(nx, nx))
        w = s.U[s.j, N:]
        H = (sp.kron(sp.diags(s.lam[N:]), sp.identity(nx))+sp.kron(sp.identity(nq), ch)
             + sp.kron(sp.coo_matrix(s.gam*np.outer(w, w)), P)).tocsc()
        e = eigsh(H, k=1, sigma=s.lam[N]-2*b0/s.L**2, return_eigenvectors=False)[0]
        return (s.lam[N]-e)*s.L**2

# scattering length by ODE; free bound state of the well
r0 = 1e-6; x = q*R
sol = solve_ivp(lambda r, f: [f[1], -f[1]/r-x*x*f[0]], [r0, 1], [1, -x*x*r0/2], rtol=1e-11, atol=1e-14)
assert abs(-sol.y[0, -1]/sol.y[1, -1]-np.log(a/R)) < 1e-6
def match(lk):
    kk = np.exp(lk); qq = np.sqrt(q*q-kk*kk)
    return qq*j1(qq*R)/j0(qq*R)-kk*k1(kk*R)/k0(kk*R)
assert abs(np.exp(brentq(match, -12, 1, xtol=1e-13))/kb-1) < 1e-4   # O((kb R)^2 ln^2)
# regularised sum against the method of images
for kap in (1.0, 2.0, 5.0):
    m = np.arange(-40, 41); mz = m[m != 0]
    img = (np.log(kb/kap)+np.sum(k0(2*kap*abs(mz)))-np.sum(k0(kap*abs(2*y0-2*m))))/(2*pi)
    assert abs(img-D(-kap**2, 0)) < 1e-9

print(f"inputs: m* = {mstar} m_e, W = {W_nm} nm, y0 = {y0_nm} nm, R = {R_nm} nm, V0 = {V0_meV} meV")
print(f"hbar^2/2m* = {h2m:.3f} meV nm^2; energy unit hbar^2/2m*W^2 = {Eu:.5f} meV")
print(f"qR = {x:.5f}; ln(a/R) = {np.log(a/R):.4f}; a = {a*W_nm:.1f} nm = {a:.3f} W")
print(f"kappa_b W = {kb:.5e}; free-plane binding = {kb**2*Eu*1e6:.3f} neV")
print(f"(1/2pi) ln(2 W sin(theta)/pi a) = {np.log(2*np.sin(th)/(pi*a))/(2*pi):.5f}")
print("W chi_n(y0)^2, n=1..3: " + ", ".join(f"{2*s2[i]:.5f}" for i in range(3)))
print("thresholds E1,E2,E3 = " + ", ".join(f"{En(i)*Eu:.4f}" for i in (1, 2, 3)) + " meV")
print(f"true bound state: E1 - E = {(En(1)-Ezero(0))*Eu:.5f} meV")

V300 = V_bare(300); lats = [Lattice(L) for L in (60, 120, 240)]; coarse = Lattice(20)
for N in (1, 2):
    Et = En(N+1); c2 = 2*s2[N]; Es = Ezero(N); b = Et-Es
    g = -1/D(Et, N+1); bw = (g*c2/2)**2; G0 = Gam(Es, N)
    Dp = np.sum(2*s2[N:]/(4*(En(nn[N:])-Es)**1.5))
    assert abs((D(Es+1e-4, N)-D(Es-1e-4, N))/2e-4/Dp-1) < 1e-6
    # matching equations; truncation shifts D by about E/(8 pi^3 M^2)
    for E in (En(N)+5, Et-3*b, Es, Et-.5*b):
        tm = t_modes(E, N, V300)
        assert np.max(abs(tm-t_formula(E, N))) < 1e-4
        r = tm-np.eye(N)
        assert np.max(abs(tm.conj().T@tm+r.conj().T@r-np.eye(N))) < 1e-10
    u = uvec(Es, N); uh = u/np.linalg.norm(u); tm = t_modes(Es, N, V300)
    assert np.max(abs(tm-(np.eye(N)-np.outer(uh, uh)))) < 1e-4
    assert abs(cond(tm)-(N-1)) < 1e-7
    assert abs(cond(t_modes(Et-1e-8, N, V300))-N) < 1e-6
    # pole
    Ep0 = Et-(c2/(2*(1/g-1j*Gam(Et, N))))**2
    Ep = newton(lambda E: D(E, N)+1j*Gam(E, N), Ep0, x1=Ep0+1e-3, tol=1e-11)
    Epm = newton(lambda E: 1/t_modes(E, N, V300)[0, 0], Ep0, x1=Ep0+1e-3, tol=1e-10)
    assert abs(Ep-Epm) < 2e-5 and abs(Ep-Ep0) < 5e-3*b and Ep.imag < 0
    Elo = brentq(lambda E: D(E, N)+Gam(E, N), Es-3*b, Es)
    Ehi = brentq(lambda E: D(E, N)-Gam(E, N), Es, Et-1e-9)
    for E in (Elo, Ehi):
        assert abs(cond(t_modes(E, N, V300))-(N-.5)) < 1e-4
    # weak-coupling error scales as g^3
    a2 = a*np.exp(20); g2 = -1/D(Et, N+1, a2)
    e1 = bw/b-1; e2 = (g2*c2/2)**2/(Et-Ezero(N, a2))-1
    assert 0 < e1 < 3e-3 and abs(e1/e2/(g/g2)**3-1) < 0.05
    # existence condition
    ac = a*np.exp(2*pi*D(En(N), N))
    grid = np.linspace(En(N)+.05, Et-1e-3, 60)
    for f, want in ((0.9, 0), (1.1, 1)):
        Vc = V_bare(120, f*ac)
        sg = np.sign([np.linalg.det(t_modes(E, N, Vc)).imag for E in grid])
        assert np.sum(sg[1:] != sg[:-1]) == want
    # lattice: closed-channel eigenvalue = transmission zero; continuum limit
    bz = coarse.zero(N, b); bq = coarse.closed_bound(N, b, 20)
    assert abs(bq/bz-1) < 1e-6 and abs(cond(coarse.t(bq, N))-(N-1)) < 1e-9
    bl = np.array([l.zero(N, b) for l in lats]); hs = 1/np.array([l.L for l in lats])
    bex = np.linalg.solve(np.c_[np.ones(3), hs**2*np.log(hs), hs**2], bl)[0]
    assert abs(bl[-1]/b-1) < 5e-3 and abs(bex/b-1) < 2e-4
    tl = lats[-1].t(bl[-1], N)
    assert abs(np.linalg.det(tl)) < 1e-8
    assert np.max(abs(1-np.sum(abs(tl)**2, axis=0)-uh**2)) < 2e-3
    print(f"--- window N = {N}, threshold E{N+1} = {Et*Eu:.4f} meV")
    print(f"a_c = {ac*W_nm:.3f} nm; D_N(E_N) = {D(En(N), N):.5f}")
    print(f"1/g = {1/g:.5f}; g = {g:.5f}; Gamma(E*) = {G0:.5f}; g Gamma = {g*G0:.5f}")
    print(f"E* = {Es*Eu:.5f} meV; E_thr - E* = {b*Eu:.6f} meV; kappa* W = {np.sqrt(b):.5f}")
    print(f"decay length 1/kappa* = {W_nm/np.sqrt(b):.2f} nm")
    print(f"weak-coupling E_thr - E* = {bw*Eu:.6f} meV, relative error {e1:.2e}")
    print(f"D'(E*) = {Dp/Eu:.4f} 1/meV; golden-rule width = {2*G0/Dp*Eu:.5f} meV")
    print(f"half reflection at E_thr - E = {(Et-Elo)*Eu:.5f}, {(Et-Ehi)*Eu:.5f} meV; span {(Ehi-Elo)*Eu:.5f} meV")
    print(f"pole: E_thr - Re Ep = {(Et-Ep.real)*Eu:.5f} meV; -2 Im Ep = {-2*Ep.imag*Eu:.5f} meV")
    print(f"approximate pole: {(Et-Ep0.real)*Eu:.5f} meV; {-2*Ep0.imag*Eu:.5f} meV")
    print("k_n W at E*: " + ", ".join(f"{v:.4f}" for v in np.sqrt(Es-En(nn[:N]))))
    print("u-hat_n^2 (reflection of mode n): " + ", ".join(f"{v:.5f}" for v in uh**2))
    print("t(E*) row-wise: " + ", ".join(f"{v:.5f}" for v in (np.eye(N)-np.outer(uh, uh)).ravel()))
    print(f"G(E*) 300 modes = {cond(tm):.8f}; G(E_thr - 5 meV) = {cond(t_formula(Et-5/Eu, N)):.5f} (2e^2/h)")
    print("lattice E_thr - E*, h = W/60, W/120, W/240: " + ", ".join(f"{v*Eu:.6f}" for v in bl) + " meV")
    print(f"extrapolated h->0: {bex*Eu:.6f} meV")
    print(f"h = W/20: t zero {bz*Eu:.7f} meV, closed-channel eigenvalue {bq*Eu:.7f} meV")

# finite-width local impurity gamma delta(x) Gaussian(y - y0), window N = 2
N, M, sig, gam = 2, 200, 0.02, -0.74
p = nn[:M]; cg = lambda d: np.cos(d*th)*np.exp(-(d*pi*sig)**2/2)
Vg = gam*(cg(p[:, None]-p[None, :])-cg(p[:, None]+p[None, :]))
low = lambda E: np.linalg.eigvalsh(np.diag(2*np.sqrt(En(p[N:])-E))+Vg[N:, N:])[0]
Eg = brentq(low, En(N)+1, En(N+1)-1e-9, xtol=1e-13, rtol=1e-15)
sv = np.linalg.svd(t_modes(Eg, N, Vg), compute_uv=False)
assert sv[1] < 1e-8 and 0 < 1-sv[0]**2 < 1e-3
print(f"Gaussian impurity: sigma = {sig*W_nm:.1f} nm, gamma = {gam*h2m:.1f} meV nm^2")
print(f"E3 - E* = {(En(3)-Eg)*Eu:.5f} meV; T_min = {sv[1]**2:.1e}; 1 - T_max = {1-sv[0]**2:.2e}")
print("ALL CHECKS PASSED")
```

Printed output:

```
inputs: m* = 0.067 m_e, W = 50.0 nm, y0 = 10.0 nm, R = 1.0 nm, V0 = 130.0 meV
hbar^2/2m* = 568.654 meV nm^2; energy unit hbar^2/2m*W^2 = 0.22746 meV
qR = 0.47813; ln(a/R) = 8.4961; a = 4895.7 nm = 97.914 W
kappa_b W = 1.14685e-02; free-plane binding = 29.917 neV
(1/2pi) ln(2 W sin(theta)/pi a) = -0.88603
W chi_n(y0)^2, n=1..3: 0.69098, 1.80902, 1.80902
thresholds E1,E2,E3 = 2.2450, 8.9798, 20.2046 meV
true bound state: E1 - E = 0.02909 meV
--- window N = 1, threshold E2 = 8.9798 meV
a_c = 11.350 nm; D_N(E_N) = -0.96557
1/g = 1.09696; g = 0.91161; Gamma(E*) = 0.06423; g Gamma = 0.05856
E* = 8.82548 meV; E_thr - E* = 0.154348 meV; kappa* W = 0.82375
decay length 1/kappa* = 60.70 nm
weak-coupling E_thr - E* = 0.154650 meV, relative error 1.96e-03
D'(E*) = 3.5639 1/meV; golden-rule width = 0.03605 meV
half reflection at E_thr - E = 0.17411, 0.13781 meV; span 0.03631 meV
pole: E_thr - Re Ep = 0.15276 meV; -2 Im Ep = 0.03579 meV
approximate pole: 0.15310 meV; 0.03557 meV
k_n W at E*: 5.3787
u-hat_n^2 (reflection of mode n): 1.00000
t(E*) row-wise: 0.00000
G(E*) 300 modes = 0.00000000; G(E_thr - 5 meV) = 0.98229 (2e^2/h)
lattice E_thr - E*, h = W/60, W/120, W/240: 0.154559, 0.154411, 0.154366 meV
extrapolated h->0: 0.154348 meV
h = W/20: t zero 0.1556606 meV, closed-channel eigenvalue 0.1556606 meV
--- window N = 2, threshold E3 = 20.2046 meV
a_c = 4.971 nm; D_N(E_N) = -1.09696
1/g = 1.20748; g = 0.82817; Gamma(E*) = 0.16852; g Gamma = 0.13956
E* = 20.07703 meV; E_thr - E* = 0.127579 meV; kappa* W = 0.74892
decay length 1/kappa* = 66.76 nm
weak-coupling E_thr - E* = 0.127636 meV, relative error 4.48e-04
D'(E*) = 4.7355 1/meV; golden-rule width = 0.07117 meV
half reflection at E_thr - E = 0.17238, 0.09829 meV; span 0.07409 meV
pole: E_thr - Re Ep = 0.12033 meV; -2 Im Ep = 0.06843 meV
approximate pole: 0.12049 meV; 0.06823 meV
k_n W at E*: 8.8541, 6.9848
u-hat_n^2 (reflection of mode n): 0.23155, 0.76845
t(E*) row-wise: 0.76845, -0.42182, -0.42182, 0.23155
G(E*) 300 modes = 1.00000000; G(E_thr - 5 meV) = 1.95637 (2e^2/h)
lattice E_thr - E*, h = W/60, W/120, W/240: 0.127885, 0.127673, 0.127607 meV
extrapolated h->0: 0.127579 meV
h = W/20: t zero 0.1293462 meV, closed-channel eigenvalue 0.1293462 meV
Gaussian impurity: sigma = 1.0 nm, gamma = -420.8 meV nm^2
E3 - E* = 0.13105 meV; T_min = 1.3e-29; 1 - T_max = 2.61e-09
ALL CHECKS PASSED
```
